\section*{Drude and superfluid weights in a metal, insulator and superconductor, part 2}

We seek the Drude weight $D$ and superfluid weight $D_s$ (in S/s) of a metal, a band insulator and an $s$-wave BCS state, and test the gauge condition $\Lambda(q_x,0,0)=K$. At half filling the insulator and the BCS state with $\Delta=m$ share quasiparticle energies and $K$, but only the latter has nonzero weights.

The square lattice has constant $a$, $N$ sites ($N\to\infty$ first), hopping $t$, layer spacing $d$ and electron charge $-e$. With $\kappa_i=k_ia$, $\varepsilon_k=-2t(\cos\kappa_x+\cos\kappa_y)$, $\xi=\varepsilon-\mu$, $f(E)=1/(e^{\beta E}+1)$, $\beta=1/k_BT$,
\begin{align}
K&=\frac1N\sum_{k\sigma}2t\cos\kappa_x\,\langle n_{k\sigma}\rangle,\qquad
J(q)=\sum_{k\sigma}\gamma_k\,c^\dagger_{k-q/2,\sigma}c_{k+q/2,\sigma},\qquad \gamma_k=2t\sin\kappa_x,\\
\Lambda(q,i\omega)&=\frac{1}{N\hbar}\int_0^{\hbar\beta}d\tau\,e^{i\omega\tau}\langle J(q,\tau)J(-q,0)\rangle .
\end{align}
The limit $\omega\to0$ excludes the term $\omega=0$.

A vector potential $A_x$ gives the bond with midpoint $r_b$ the phase $\phi_b=-eaA_x/\hbar$, the sheet current $j_x=-(e^2/\hbar^2)[K-\Lambda]A_x$ and, if static, the grand-potential change $\delta\Omega=\frac12(K-\Lambda)\sum_b\phi_b^2$. A static $\phi_b=\theta_{r+\hat x}-\theta_r$ is removed by $\tilde c_r=e^{-i\theta_r}c_r$. Then
\begin{equation}
D=\frac{\pi e^2}{\hbar^2}\left[K-\Lambda(0,i\omega\to0)\right],\qquad
D_s=\frac{\pi e^2}{\hbar^2}\left[K-\Lambda(q_x{=}0,q_y\to0,0)\right],
\end{equation}
with penetration depth $\lambda^{-2}=\mu_0D_s/(\pi d)$ and plasma frequency $\omega_p^2=D/(\pi\epsilon_0d)$.

Subscripts $\pm$ denote $k\pm q/2$. In the metal $f_\pm=f(\xi_\pm)$, the static $\Lambda=\frac2N\sum_k\gamma^2(f_--f_+)/(\varepsilon_+-\varepsilon_-)$, $D=\pi e^2K/\hbar^2$ and $D_s=0$. For $q=(q_x,0)$, $s=\sin(q_xa/2)$, $\varepsilon_+-\varepsilon_-=2s\gamma$ and, for any $n_k$,
\begin{equation}
\sum_k\gamma_k(n_--n_+)=\sum_kn_k(\gamma_{k+q/2}-\gamma_{k-q/2})=2s\sum_k2t\cos\kappa_x\,n_k,
\label{shift}
\end{equation}

For $h=x\tau_z+g\tau_x$ (Pauli matrices $\tau_i$), $E=\sqrt{x^2+g^2}$, $\cos\vartheta=x/E$, $\sin\vartheta=g/E$. Eigenvectors of energy $\nu E$, $\nu=\pm1$, are $(\cos\alpha,\sin\alpha)$ with $\alpha=\vartheta/2$ for $\nu=+1$ and $\vartheta/2+\pi/2$ for $\nu=-1$. For vectors $u,v$ at angles $\alpha,\alpha'$,
\begin{equation}
u^Tv=\cos(\alpha-\alpha'),\qquad u^T\tau_zv=\cos(\alpha+\alpha'),\qquad u^T\tau_yv=i\sin(\alpha-\alpha').
\label{elements}
\end{equation}

The insulator at $T=0$ has $h=\varepsilon\tau_z+m\tau_x$, current vertex $\gamma\tau_z$, $S=E_++E_-$ and
\begin{equation}
\Lambda=\frac1N\sum_k\gamma^2\left[1-\frac{\varepsilon_+\varepsilon_--m^2}{E_+E_-}\right]\frac{S}{S^2+\hbar^2\omega^2}.
\label{ins}
\end{equation}
\begin{equation}
0=\sum_k\partial_{\kappa_x}^2E=\sum_k\left[2t\cos\kappa_x\frac{\varepsilon}{E}+\gamma^2\frac{m^2}{E^3}\right]
\quad\Rightarrow\quad\Lambda(0,0)=K .
\label{kohn}
\end{equation}
Thus $D=D_s=0$.

Inputs: $t=0.30$ eV, $a=d=0.32$ nm, $\pi e^2t/\hbar^2=3.48538\times10^{11}$ S/s; insulator $2m=1.4$ eV, $m=2.3333\,t$, $K=0.548415\,t$; metal at $\mu=-t$, 300 K: $D=2.5308\times10^{11}$ S/s.

\subsection{BCS state}

For an on-site attraction $U$, with the Hartree shift absorbed in $\mu$ and $\psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})$,
\begin{equation}
H=\sum_k\psi_k^\dagger(\xi\tau_z+\Delta\tau_x)\psi_k+\sum_k\xi_k+\frac{N\Delta^2}{U}.
\end{equation}
Write $\mathcal T=\tanh(\beta E/2)=1-2f(E)$. The levels $\pm E$ contribute $-(2/\beta)\ln[2\cosh(\beta E/2)]$ to $\Omega$, and $\partial\Omega/\partial\Delta=0$ gives $1/U=\frac1N\sum\mathcal T/2E$. The matrix $\rho=f(h)=\frac12-h\mathcal T/2E$ has $\mathrm{Tr}\rho\tau_z=-\xi\mathcal T/E$ and $\mathrm{Tr}\rho\tau_x=-\Delta\mathcal T/E$. Since $\psi^\dagger\tau_z\psi=n_{k\uparrow}+n_{-k\downarrow}-1$, the occupation is $n_k=1-\xi\mathcal T/E$ and $K=\frac1N\sum2t\cos\kappa_x\,n_k$.

The current vertex is the unit matrix. The lower component of $\gamma_k\psi^\dagger_-\psi_+$ is $\gamma_kc_{-k+q/2\downarrow}c^\dagger_{-k-q/2\downarrow}=\gamma_{-k}c^\dagger_{-k-q/2\downarrow}c_{-k+q/2\downarrow}$, the sign from anticommutation cancelling that of $\gamma_k=-\gamma_{-k}$. Define the static bubble for two vertices,
\begin{equation}
\chi_{AB}=\frac1N\sum_{k\nu\nu'}\langle\nu',+|A|\nu,-\rangle^*\langle\nu',+|B|\nu,-\rangle\,\frac{f(\nu E_-)-f(\nu'E_+)}{\nu'E_+-\nu E_-}.
\end{equation}
Using $f(-E)=1-f(E)$, the quotient is $W_a=(f_--f_+)/(E_+-E_-)$ for both terms with $\nu=\nu'$ and $W_e=(1-f_+-f_-)/(E_++E_-)$ for both with $\nu\neq\nu'$, where now $f_\pm=f(E_\pm)$. With $\delta=\vartheta_+-\vartheta_-$ the angle difference in \eqref{elements} is $\delta/2$ for $\nu=\nu'$ and $\delta/2\mp\pi/2$ otherwise. Let $L_\pm=\frac12(1\pm\cos\delta)$, with $\cos\delta=(\xi_+\xi_-+\Delta^2)/E_+E_-$ and $\sin\delta=\Delta(\xi_--\xi_+)/E_+E_-$. Then
\begin{align}
\Lambda_0&=\chi_{\gamma\gamma}=\tfrac2N\textstyle\sum_k\gamma^2(L_+W_a+L_-W_e),\\
\Pi&=\chi_{\tau_y\tau_y}=\tfrac2N\textstyle\sum_k(L_-W_a+L_+W_e),\\
X&=\chi_{\gamma\tau_y}=\tfrac iN\textstyle\sum_k\gamma\sin\delta\,(W_a-W_e),
\end{align}
where the last line uses $\cos\cdot\, i\sin=\pm\frac i2\sin\delta$, the upper sign for $\nu=\nu'$.

At $q=0$ the unit matrix commutes with $h$, so $[J(0),H]=0$, $J(0,\tau)$ is constant, its correlator with any operator vanishes for $\omega\neq0$, and $D=\pi e^2K/\hbar^2$ at every temperature. For static $q\to0$, $L_-\to0$ and $W_a\to-f'(E)$, so $\Lambda_0\to\frac2N\sum\gamma^2(-f')$. Integrating by parts with $d\mathcal T/dE=2(-f')$ and $dE/d\xi=\xi/E$,
\begin{equation}
K=\frac1N\sum_k\gamma^2\frac{d}{d\xi}\frac{\xi\mathcal T}{E}=\frac1N\sum_k\gamma^2\left[\frac{\Delta^2}{E^3}\mathcal T+\frac{\xi^2}{E^2}2(-f')\right],
\end{equation}
and subtracting $\Lambda_0$, with $1-\xi^2/E^2=\Delta^2/E^2$,
\begin{equation}
D_s=\frac{\pi e^2}{\hbar^2N}\sum_k\gamma^2\frac{\Delta^2}{E^2}\left[\frac{\mathcal T}{E}-2(-f')\right].
\end{equation}
That the bare bubble suffices here is shown in the next subsection. With $z=\beta E/2$, $2(-f')=\beta/(2\cosh^2z)$, so the bracket is $(\sinh2z-2z)/(2E\cosh^2z)>0$. Hence $0<D_s<D$ for $0<T<T_c$; $D_s=D$ at $T=0$, where $f'(E)=0$; and $\Delta\to0$ recovers the metallic cancellation.

This resolves the opening fact. At $\mu=0$, $T=0$, $\Delta=m$, both states have $K=\frac1N\sum\gamma^2m^2/E^3$. In the insulator the vertex $\tau_z$ connects the two levels and $\Lambda$ cancels $K$ by \eqref{kohn}. In the BCS state the unit vertex has no element between them, $\Lambda=0$, and $D=D_s=3.48538\times10^{11}\times0.548415=1.9114\times10^{11}$ S/s. The comparison is formal: $\Delta=0.7$ eV requires $U=5.73\,t$ and has a mean-field $T_c$ near 4300 K, far outside the weak-coupling regime and beyond any known superconductor.

For a smaller gap take $\mu=-t$ and $\Delta(0)=15$ meV $=0.050\,t$. The gap equation gives $U=1.39757\,t$, $T_c=98.74$ K and $2\Delta(0)/k_BT_c=3.5257$.
\begin{center}
\begin{tabular}{cccccc}
$T/T_c$ & $\Delta$ (meV) & $K/t$ & $(K-\Lambda_0)/t$ & $D_s/D$ & $\lambda$ (nm)\\
0 & 15.0000 & 0.726718 & 0.726718 & 1.00000 & 56.20\\
0.5 & 14.3525 & 0.726757 & 0.605850 & 0.83364 & 61.55\\
0.8 & 10.6639 & 0.726933 & 0.277081 & 0.38117 & 91.02
\end{tabular}
\end{center}
At $T=0$, $D_s=2.5329\times10^{11}$ S/s and $\lambda=[\pi\times0.32\ \text{nm}/(\mu_0D_s)]^{1/2}=56.20$ nm. This is the local (London) value; the $q_y^2$ term of $\Lambda_0$ given in the next subsection lowers the kernel by about 0.5\% at $q_y=1/\lambda$. At $0.5\,T_c$, $D_s=3.48538\times10^{11}\times0.605850=2.1116\times10^{11}$ S/s and $\lambda=56.20\,(2.5329/2.1116)^{1/2}=61.55$ nm. $D$ stays near $2.533\times10^{11}$ S/s, close to the metallic value, so in this clean model $D$ alone does not detect pairing.

\subsection{The longitudinal limit and the phase mode}

The limit of $\Lambda_0$ does not depend on the direction of $q$. At $T=0$ it vanishes as $q^2$: $\Lambda_0=6.3379\times10^{-4}t$ at $q_xa=0.002$ and $4.5437\times10^{-4}t$ at $q_ya=0.002$, growing by 3.987 and 3.988 when $q$ doubles. The bare bubble therefore violates $\Lambda(q_x,0,0)=K$. The cause is that $\tilde c^\dagger_\uparrow\tilde c^\dagger_\downarrow=e^{2i\theta_r}c^\dagger_\uparrow c^\dagger_\downarrow$, so a pure gauge leaves $\Omega$ unchanged only if $\Delta_r=\Delta e^{2i\theta_r}$.

Let $\Delta_r=\Delta+i\eta_r$ with real $\eta_r$. The pair matrix with off-diagonal entries $\Delta_r,\Delta_r^*$ is $\Delta\tau_x-\eta_r\tau_y$, and the constant becomes $\sum_r|\Delta_r|^2/U$. Complex conjugation of the real-space matrix keeps its spectrum, reverses $\phi$ and $\eta$, and leaves amplitude and density fields unchanged, so those fields have no bilinear static coupling to $\phi$. Take $\phi_b=\phi e^{iq\cdot r_b}+\text{c.c.}$ and $\eta_r=\eta e^{iq\cdot r}+\text{c.c.}$ The linear perturbation is $V=-(O+O^\dagger)$ with $O=\phi J(q)^\dagger+\eta P(q)^\dagger$, $P(q)=\sum_k\psi_-^\dagger\tau_y\psi_+$. It contributes $-\frac1{2\hbar}\int d\tau\langle V(\tau)V\rangle=-\frac1\hbar\int d\tau\langle O^\dagger(\tau)O\rangle$. Adding $\frac12K\sum\phi_b^2=NK|\phi|^2$ and $\sum\eta_r^2/U=2N|\eta|^2/U$,
\begin{equation}
\frac{\delta\Omega}N=(K-\Lambda_0)|\phi|^2+\Big(\frac2U-\Pi\Big)|\eta|^2-X\phi^*\eta-X^*\phi\,\eta^* .
\end{equation}
Self-consistency means stationarity in $\eta^*$, so $\eta=X^*\phi/(2/U-\Pi)$. Substituting gives $\delta\Omega/N=(K-\Lambda)|\phi|^2$ with
\begin{equation}
\Lambda=\Lambda_0+\frac{|X|^2}{2/U-\Pi},
\end{equation}
the RPA series $\frac U2|X|^2\sum_n(U\Pi/2)^n$ in the phase channel. For $q_x=0$, $\gamma$ is odd in $\kappa_x$ and the other factors of $X$ are even, so $X=0$ and $D_s$ is uncorrected.

For $q=(q_x,0)$, use $\xi_+-\xi_-=2s\gamma$ and $\tau_x\tau_z-\tau_z\tau_x=-2i\tau_y$:
\begin{equation}
B\equiv h_+\tau_z-\tau_zh_-=2s\gamma-2i\Delta\tau_y .
\end{equation}
The element of $B$ is $(\nu'E_+-\nu E_-)\langle\nu',+|\tau_z|\nu,-\rangle$, which cancels the denominator of $\chi_{AB}$. Completeness then gives, for Hermitian $A$, $\chi_{AB}=\frac1N\sum_k[\mathrm{Tr}\rho_-A\tau_z-\mathrm{Tr}\rho_+\tau_zA]$. For $A=\gamma$ this is $\frac1N\sum\gamma(n_--n_+)=2sK$ by \eqref{shift}. For $A=\tau_y$, $\tau_y\tau_z=i\tau_x=-\tau_z\tau_y$, and it is $-2i\Delta\frac1N\sum\mathcal T/E=-2i\Delta\,(2/U)$ by the gap equation. Since $\chi_{AB}$ is linear in $B$ and $\chi_{\tau_y\gamma}=X^*$,
\begin{align}
2s\Lambda_0-2i\Delta X=2sK\quad&\Rightarrow\quad K-\Lambda_0=-i\Delta X/s,\\
2sX^*-2i\Delta\Pi=-2i\Delta\,(2/U)\quad&\Rightarrow\quad 2/U-\Pi=isX^*/\Delta .
\end{align}
Their product is $(K-\Lambda_0)(2/U-\Pi)=|X|^2$, so $\Lambda=K$ for every $q_x$. The induced field is $\eta=-i\Delta\phi/s$, which is $2\Delta\theta$ for the gauge function obeying $\phi=2is\theta$. The correction stays finite as $q_x\to0$ because $|X|^2$ and $2/U-\Pi$ both vanish as $s^2$, the mark of the gapless phase mode. At $T=0$, $q_xa=0.004$: $\Lambda_0=0.002527\,t$, and $0.028968^2/(1.158705\times10^{-3})\,t=0.7242\,t$ brings $\Lambda$ to $0.7267\,t=K$.

\subsection{Criteria and their limits}

\begin{center}
\begin{tabular}{lcccc}
 & $\Lambda(0,i\omega\to0)$ & $\Lambda(q_y\to0,0)$ & $\Lambda(q_x,0)$ & weights\\
metal & 0 & $K$ & $K$ & $D>0$, $D_s=0$\\
insulator, $T=0$ & $K$ & $K$ & $K$ & $D=D_s=0$\\
BCS, $T=0$ & 0 & 0 & $K$ (RPA) & $D=D_s>0$
\end{tabular}
\end{center}
The result $D=\pi e^2K/\hbar^2$ rests on $[J(0),H]=0$, which holds for the bare band and for the mean-field Hamiltonian. On a lattice the on-site interaction beyond mean field breaks it even without umklapp, because a collision $\kappa_1,\kappa_2\to\kappa_1+p,\kappa_2-p$ changes $\sin\kappa_1+\sin\kappa_2$; impurities and phonons break it too. Then $\Lambda(0,i\omega\to0)>0$ and $D$ falls below $\pi e^2K/\hbar^2$. In a normal metal with impurities, or with phonons at $T>0$, the delta function broadens into a peak of width $1/\tau$ and $D$ is strictly zero, so the row "metal, $D>0$" describes the clean model only. $D_s$ is an equilibrium stiffness and remains sharply defined, but $D_s=\pi e^2K/\hbar^2$ at $T=0$ is a clean-limit result: a random potential gives the current matrix elements across the gap and lowers $D_s$ even when the gap survives. The mean field also omits vortices, which in a single layer destroy $D_s$ at the Berezinskii-Kosterlitz-Thouless temperature, below the $T_c$ found here. For the 15 meV example the condition $k_BT=\frac\pi8(K-\Lambda_0)$ with the mean-field stiffness puts it near $0.95\,T_c$, an upper estimate.

The numerical check below builds an $8\times8$ real-space lattice with Peierls phases. It compares finite-difference second derivatives of $\Omega$ in $\phi$ and $\eta$ with $K-\Lambda$, $|X|$ and $2/U-\Pi$, compares exact-eigenstate sums with the dynamic bubbles, and tests the commutators and the amplitude decoupling. On a $1200\times1200$ grid it finds the curvature under a uniform $\phi$: $0.81057\,t$ for the half-filled metal with frozen occupations, zero for the metal at $\mu=-t$ and 300 K with relaxed occupations and for the insulator, and $K-\Lambda_0$ for the BCS states.

\section{Variation 1: orbital susceptibility of the metal}

Find the $q_y^2$ term of $K-\Lambda$. Let $p=q_ya$ and let subscripts $x,y$ denote $\kappa$ derivatives. Then $\varepsilon_+-\varepsilon_-\simeq p\varepsilon_y$, the mean of $\xi_\pm$ is $M\simeq\xi+p^2\varepsilon_{yy}/8$, and Taylor expansion about $M$ turns the quotient into $-f'(M)-f'''(M)(\varepsilon_+-\varepsilon_-)^2/24$. The $p^2$ term of $\Lambda$ is
\begin{equation}
\frac{2p^2}{N}\sum_k\gamma^2\left[-\frac{f''\varepsilon_{yy}}8-\frac{f'''\varepsilon_y^2}{24}\right]=-\frac{p^2}{6N}\sum_k\gamma^2f''\varepsilon_{yy}=\frac{p^2}{6N}\sum_kf'\varepsilon_{xx}\varepsilon_{yy}.
\end{equation}
The first step uses $\sum\gamma^2\partial_y(f''\varepsilon_y)=0$, the second $\sum\varepsilon_{yy}\partial_x(\gamma f')=0$. So $K-\Lambda=cp^2$ with $c=\frac1{6N}\sum(-f')4t^2\cos\kappa_x\cos\kappa_y$. The volume per site is $a^2d$ and $\overline{B^2}=q_y^2\overline{A^2}$, so $\delta\Omega/V=e^2a^2c\,\overline{B^2}/(2\hbar^2d)$. Equating this to $-\chi\overline{B^2}/2\mu_0$, valid for $|\chi|\ll1$, gives the Landau-Peierls result $\chi=-\mu_0e^2a^2c/(\hbar^2d)$, without the spin part.

Near the band bottom, for $k_BT\ll\mu+4t\ll t$, the cosines tend to 1 and $\frac1N\sum(-f')=1/4\pi t$, so $c=t/6\pi$ and $\chi=-\mu_0e^2/(12\pi m^*d)$ with $m^*=\hbar^2/2ta^2$, which is Landau diamagnetism. At $\mu=-t$ and 300 K the sign is opposite: $c=-0.022572\,t$ and $\chi=+1.007\times10^{-6}$. On this Fermi line $\cos\kappa_x+\cos\kappa_y=\frac12$, and the product of cosines runs from $+\frac1{16}$ on the diagonals to $-\frac12$ on the axes, so the saddle-shaped regions dominate and the orbital response is paramagnetic.

\section{Variation 2: dielectric constant of the insulator}

Find the $\omega^2$ term at $q=0$. From \eqref{ins} and \eqref{kohn},
\begin{equation}
K-\Lambda=\frac1N\sum_k\gamma^2\frac{m^2}{E^2}\left[\frac1E-\frac{4E}{4E^2+\hbar^2\omega^2}\right]=\frac1N\sum_k\frac{\gamma^2m^2\,\hbar^2\omega^2}{E^3(4E^2+\hbar^2\omega^2)}\simeq\bar\alpha\,\hbar^2\omega^2,
\end{equation}
with $\bar\alpha=\frac1N\sum\gamma^2m^2/4E^5$. Continuation to real frequency sends $\omega^2\to-\omega^2$, so $j_x=e^2\bar\alpha\omega^2A_x=-i\omega e^2\bar\alpha E_x$. This is a polarization current $-i\omega P_x$ with $P_x=e^2\bar\alpha E_x$ per area, and
\begin{equation}
\epsilon_r=1+\frac{e^2\bar\alpha}{\epsilon_0d}=1+\frac{e^2\times0.020576}{\epsilon_0\times0.32\ \text{nm}\times0.30\ \text{eV}}=4.8785 .
\end{equation}
At imaginary $\hbar\omega=t$ the full difference is $0.548415\,t-0.528617\,t=0.019798\,t$, slightly below the leading term $0.020576\,t$, as the larger denominator requires. The value includes no local fields and no other bands.

\section*{Computed results}
\begin{verbatim}
t = 0.3 eV, a = d = 0.32 nm, k grid 1200x1200
pi e^2/hbar^2 = 7.25134e+30 S/(s J); times t = 3.48538e+11 S/s
METAL half filling T=0: K = 8t/pi^2 = 0.81057 t = 0.24317 eV
  frozen-occupation curvature = 0.81057 t
  D = 2.8251e+11 S/s, hbar w_p = 3.708 eV
METAL mu = -t, T = 300 K (kT = 0.08617 t), n = 0.6178 per site
  K = 0.726118 t, Lambda_T(q->0) = 0.726118 t
  Lambda(q_y a=0.001, hbar w=0.05t) = 0.000680 t
  Lambda(q_y a=0.02, hbar w=1e-5t) = 0.726107 t
  Lambda_L(q_x a=0.3, 0) = 0.726118 t
  D = 2.5308e+11 S/s, D_s = 0, hbar w_p = 3.510 eV
  c = -0.022572 t (numerical -0.022572 t)
  chi_orb = 1.007e-06 (SI volume)
INSULATOR gap 2m = 1.4 eV, m = 2.3333 t
  K = 0.548415 t, Lambda(0,0) = 0.548415 t, D = D_s = 0
  Lambda(0, hbar w = t) = 0.528617 t
  interband weight pi e^2 K/hbar^2 = 1.9114e+11 S/s
  <gamma^2 m^2/4E^5> = 0.020576 /t, eps_r = 4.8785
  BCS twin (mu=0, Delta=m): curvature = 0.548415 t, D = D_s = 1.9114e+11 S/s
BCS mu = -t, Delta0 = 15 meV = 0.050 t, U = 1.39757 t = 0.41927 eV
  Tc = 98.74 K, 2 Delta0/kTc = 3.5257
 T = 0.0 Tc = 0.00 K: Delta = 15.0000 meV
  K = 0.726718 t, K - Lambda_T = 0.726718 t, D_s/D = 1.00000
  D = 2.5329e+11 S/s, D_s = 2.5329e+11 S/s, lambda = 56.20 nm
  q_x a=0.004: bare Lambda_L = 0.002527 t, RPA Lambda_L = 0.726718 t
  |X| = 0.028968, 2/U - Pi = 1.158705e-03 /t
 T = 0.5 Tc = 49.37 K: Delta = 14.3525 meV
  K = 0.726757 t, K - Lambda_T = 0.605850 t, D_s/D = 0.83364
  D = 2.5330e+11 S/s, D_s = 2.1116e+11 S/s, lambda = 61.55 nm
  q_x a=0.004: bare Lambda_L = 0.122564 t, RPA Lambda_L = 0.726757 t
  |X| = 0.025258, 2/U - Pi = 1.055893e-03 /t
 T = 0.8 Tc = 78.99 K: Delta = 10.6639 meV
  K = 0.726933 t, K - Lambda_T = 0.277081 t, D_s/D = 0.38117
  D = 2.5336e+11 S/s, D_s = 9.6573e+10 S/s, lambda = 91.02 nm
  q_x a=0.004: bare Lambda_L = 0.450389 t, RPA Lambda_L = 0.726933 t
  |X| = 0.015560, 2/U - Pi = 8.754538e-04 /t
 T=0 bare, q along x: Lambda0(0.002) = 6.3379e-04 t, ratio(0.004/0.002) = 3.987
 T=0 bare, q along y: Lambda0(0.002) = 4.5437e-04 t, ratio(0.004/0.002) = 3.988
\end{verbatim}
